# Apparent vacancy formation energy with divacancies in an fcc metal

## Problem

A face-centred cubic metal at fixed pressure holds vacancies in thermal equilibrium. Some are isolated monovacancies; others form divacancies, in which two nearest-neighbour sites are empty. Creating a monovacancy costs the energy $E_1$ (strictly an enthalpy, since the pressure is fixed) and brings the non-configurational entropy $k s_1$. Bringing two monovacancies together releases the binding energy $B$, positive for attraction, and changes the entropy by $k s_p$. Take $E_1$, $B$, $s_1$ and $s_p$ as constants and the defects as dilute.

Let $c$ be the fraction of lattice sites that are vacant, however the vacancies are grouped. With $\beta=1/kT$, the apparent formation energy is the local slope of the Arrhenius plot,
$$E_{\rm app}=-\frac{d\ln c}{d\beta}.$$

It is claimed that $E_{\rm app}$ rises with temperature whenever $B<E_1$.

1. Find the equilibrium concentrations of monovacancies and divacancies.
2. Find $E_{\rm app}$ and its temperature derivative, treating the two defects as independent species. What does the condition $B<E_1$ decide?
3. Two vacancies that do not interact still sit side by side by chance. Allow for this, and decide whether the claim survives for attractive, zero and repulsive binding.
4. Evaluate the effect for rough copper-like parameters: $E_1=1.2$ eV, $B=0.15$ eV, $s_1=1.5$, $s_p=0$. Compare it with effects that the model leaves out.

## Solution

### 1. Equilibrium concentrations

The free energies of formation, without the entropy of placement, are
$$g_1=E_1-kTs_1,\qquad g_2=2E_1-B-kT(2s_1+s_p).$$

Let the crystal have $N$ sites, $N_1$ monovacancies and $N_2$ divacancies. A monovacancy can be placed in $N$ ways. Each fcc site has 12 nearest neighbours and each neighbouring pair is shared by two sites, so a divacancy can be placed in $12N/2=6N$ ways. For dilute, independent defects the number of arrangements is
$$\Omega=\frac{N^{N_1}}{N_1!}\,\frac{(6N)^{N_2}}{N_2!},$$
where the factorials remove permutations of identical defects. The free energy to be minimised is $G=N_1g_1+N_2g_2-kT\ln\Omega$. Stirling's formula gives $d\ln n!/dn\simeq\ln n$, so
$$\frac{\partial G}{\partial N_1}=g_1+kT\ln\frac{N_1}{N}=0,\qquad
\frac{\partial G}{\partial N_2}=g_2+kT\ln\frac{N_2}{6N}=0.$$
The small change of $N$ when vacancies form is neglected here and restored in part 3. With $c_i=N_i/N$,
$$c_1=x\equiv e^{s_1-\beta E_1},\qquad c_2=6e^{-\beta g_2}=6x^2e^{\beta B+s_p}.$$

### 2. Apparent energy and its slope

A divacancy contains two vacant sites, hence $c=c_1+2c_2$. Since $dc_1/d\beta=-E_1c_1$ and $dc_2/d\beta=-(2E_1-B)c_2$,
$$E_{\rm app}=-\frac1c\frac{dc}{d\beta}
=\frac{c_1E_1+2c_2(2E_1-B)}{c_1+2c_2}.$$
Let $f=2c_2/c$ be the fraction of vacancies that sit in pairs. The weights are then $1-f$ and $f$, and
$$E_{\rm app}=(1-f)E_1+f(2E_1-B)=E_1+f(E_1-B).$$

This is an average over vacant sites of the formation energy of the whole defect to which each site belongs. A site in a pair contributes $2E_1-B$, not half of it, because the pair population responds to temperature through its full energy.

For the derivative, define
$$r=\frac{2c_2}{c_1}=12\,e^{s_1+s_p}e^{-\beta(E_1-B)},\qquad f=\frac{r}{1+r}.$$
Because $d\beta/dT=-1/(kT^2)$,
$$\frac{dr}{dT}=\frac{r(E_1-B)}{kT^2}.$$
Also $df/dr=1/(1+r)^2$ and $r/(1+r)^2=f(1-f)$. Therefore
$$\frac{df}{dT}=f(1-f)\frac{E_1-B}{kT^2},$$
and, since $E_1$ and $B$ are constant,
$$\boxed{\frac{dE_{\rm app}}{dT}=(E_1-B)\frac{df}{dT}=\frac{f(1-f)(E_1-B)^2}{kT^2}.}$$

The numerator is the variance of a quantity that takes the value $E_1$ with probability $1-f$ and $2E_1-B$ with probability $f$. It is positive whenever $B\ne E_1$. In this model the claim is thus true, but its condition is not necessary:

- If $B<E_1$, a pair costs more than a single vacancy. Heating raises $f$, and $E_{\rm app}$ climbs upward from its low-temperature limit $E_1$.
- If $B=E_1$, both defects cost the same energy, $f$ is constant and $E_{\rm app}=E_1$.
- If $E_1<B<2E_1$, pairs dominate at low temperature and $E_{\rm app}$ starts from $2E_1-B$, below $E_1$. Heating lowers the fraction $f$ of vacancies in pairs, although the number of pairs still grows, and $E_{\rm app}$ again rises.

So $B<E_1$ decides that the apparent energy lies above $E_1$ and that pairing grows on heating. As an example of the third case, $B=1.30$ eV with the other parameters unchanged gives 1.10035 eV at 700 K and 1.10058 eV at 1000 K, just above $2E_1-B=1.10$ eV.

That third case is formal, because it forbids larger clusters. If every neighbouring pair contributed $B$, a vacancy deep inside a large cluster would have 12 bonds, each shared by two vacancies. The energy per vacancy would approach $E_1-6B$, which is negative for $B>E_1/6$, and the crystal would be unstable against voids. For $E_1=1.2$ eV this limit is 0.20 eV at zero temperature. If each vacancy keeps its entropy $s_1$ and $s_p=0$, it becomes $(E_1-kTs_1)/6$, or 0.17 eV at 1300 K, only slightly above the 0.15 eV of the example. It is a bound of the additive-bond model, not of real metals.

**Arrhenius line through two temperatures.** Let $\beta_l$ and $\beta_h$ belong to the lower and higher temperature. Integrating the definition of $E_{\rm app}$ gives
$$\frac{\ln[c(T_h)/c(T_l)]}{\beta_l-\beta_h}
=\frac{1}{\beta_l-\beta_h}\int_{\beta_h}^{\beta_l}E_{\rm app}\,d\beta .$$
A line through two points thus returns the mean of $E_{\rm app}$ over inverse temperature, not $E_1$. A least-squares line through many points returns a differently weighted mean: for the example of part 4 between 1000 K and 1300 K, with points evenly spaced in $\beta$, it gives 1.2014 eV instead of 1.2016 eV.

### 3. Removing chance pairs

The independent-species model has a fault that shows at $B=0$, $s_p=0$. It then predicts $c=x+12x^2$, although vacancies that do not interact should not raise their own number by being neighbours. The model has placed monovacancies without excluding sites next to other vacancies, and has then added the neighbouring pairs again.

To count correctly, fix the number of atoms $N_a$, let $n$ vacancies create $n$ extra sites, and set $N=N_a+n$, $c=n/N$. Take $s_p=0$ and give each neighbouring vacant pair the weight $w=e^{\beta B}$. Let $v_i=1$ on a vacant site and 0 otherwise. The mean weight over random arrangements is
$$\left\langle\prod_{\rm bonds}\bigl[1+(w-1)v_iv_j\bigr]\right\rangle .$$
There are $6N$ bonds, and each has both ends vacant with probability $c^2$ to leading order. The logarithm of the mean is therefore $6N(w-1)c^2+O(Nc^3)$, and
$$\frac{G}{kT}=n(\beta E_1-s_1)-\ln\binom{N_a+n}{n}-6(w-1)\frac{n^2}{N_a+n}+O(Nc^3).$$

Now differentiate at fixed $N_a$. Stirling's formula gives
$$\frac{d}{dn}\ln\binom{N_a+n}{n}=\ln(N_a+n)-\ln n=-\ln c,$$
and
$$\frac{d}{dn}\frac{n^2}{N_a+n}=2c-c^2 .$$
Since $\beta E_1-s_1=-\ln x$, the minimum obeys
$$\ln c=\ln x+12(w-1)c+O(c^2),$$
$$c=x+12(w-1)x^2+O(x^3).$$
The factor $w$ of the simple model has become $w-1$: what counts is the excess of pairs over chance. At $B=0$ the mean weight is exactly 1, so $c=x$ and $E_{\rm app}=E_1$ at every temperature for which $x<1$.

For the apparent energy use $\ln c=\ln x+12(wx-x)+O(x^2)$, with $d(wx)/d\beta=-(E_1-B)wx$ and $dx/d\beta=-E_1x$:
$$E_{\rm app}=E_1+12x\bigl[w(E_1-B)-E_1\bigr]+O(x^2).$$
Differentiating $wx$ and $x$ once more brings another energy factor to each term, and $d\beta/dT=-1/(kT^2)$ supplies the prefactor:
$$\frac{dE_{\rm app}}{dT}=\frac{12x}{kT^2}\bigl[w(E_1-B)^2-E_1^2\bigr]+O(x^2).$$

For $B<E_1$ the leading term is positive when $\sqrt w\,(E_1-B)>E_1$. Put $b=\beta B$ and $\varepsilon=\beta E_1$, and define
$$h(b)=e^{b/2}(\varepsilon-b)-\varepsilon,\qquad
h'(b)=e^{b/2}\left[\frac{\varepsilon-b}{2}-1\right].$$
The condition is $h>0$. Now $h(0)=0$, and $h$ increases for all $b<\varepsilon-2$, where $\varepsilon>2$ for dilute vacancies with the entropy used here. Hence, for $s_p=0$ and to leading order:

- **Attraction**, $0<b\le\varepsilon-2$: $h>0$ and $E_{\rm app}$ rises.
- **No binding**, $b=0$: $E_{\rm app}$ is flat.
- **Repulsion**, $b<0$: $h<0$ and $E_{\rm app}$ falls.

The upper limit on $b$ costs nothing here. The expansion needs $12wx\ll1$, that is, $b$ well below $\varepsilon-s_1-\ln12$, and for $s_1=1.5$ this is already below $\varepsilon-2$. Larger clusters must also be rare, and with additive bonds this is the stricter condition. A vacancy deep inside a cluster carries the weight $xw^6$, which must stay below 1; this is the void limit $B<(E_1-kTs_1)/6$ of part 2. At 1300 K, $B=0.30$ eV gives only $12wx=0.017$, yet lies beyond that limit of 0.17 eV.

The claim therefore needs the word "attractive". For $s_p=0$ and dilute vacancies with attractive binding weaker than $E_1$, within the range just stated, the apparent energy rises. Zero and repulsive binding also satisfy $B<E_1$, yet with $s_p=0$ they give no rise.

A pair entropy moves this boundary. The weight becomes $w=e^{\beta B+s_p}$; since $dw/d\beta=Bw$ still holds, the formula for $dE_{\rm app}/dT$ is unchanged and the condition remains $\sqrt w\,(E_1-B)>E_1$. At 1300 K an attractive $B=0.07$ eV with $s_p=-1$ gives a falling $E_{\rm app}$, and a repulsive $B=-0.05$ eV with $s_p=1$ gives a rising one. In general the sign is set by $w$ and $B$ together, through the comparison of $\sqrt w\,(E_1-B)$ with $E_1$. An excess of pairs over chance, $w>1$, is neither sufficient nor necessary for a rise: at 1300 K, $B=0.07$ eV with $s_p=-0.55$ has $w=1.08$ and $E_{\rm app}$ falls, while $B=-0.10$ eV with $s_p=0.85$ has $w=0.96$ and $E_{\rm app}$ rises.

A direct enumeration confirms the three signs. All arrangements of up to four vacancies on a periodic 32-site fcc lattice were summed, with atoms conserved:

| $B$ (eV) | $E_{\rm app}$, 1000 K (eV) | $E_{\rm app}$, 1300 K (eV) |
|---|---|---|
| 0.15 | 1.20023 | 1.20339 |
| 0.00 | 1.20000 | 1.20000 |
| −0.10 | 1.19996 | 1.19920 |

### 4. Copper-like example

The temperatures stand for service (400 K), an anneal (700 K), a hot anneal (1000 K) and a state near melting (1300 K). The independent-species model gives:

| $T$ (K) | $c_1$ | $c_2$ | $f$ |
|---|---|---|---|
| 400 | $3.40\times10^{-15}$ | $5.40\times10^{-27}$ | $3.17\times10^{-12}$ |
| 700 | $1.03\times10^{-8}$ | $7.62\times10^{-15}$ | $1.48\times10^{-6}$ |
| 1000 | $4.02\times10^{-6}$ | $5.51\times10^{-10}$ | $2.75\times10^{-4}$ |
| 1300 | $9.98\times10^{-5}$ | $2.28\times10^{-7}$ | $4.55\times10^{-3}$ |

At 1300 K,
$$f=\frac{2(2.282\times10^{-7})}{9.985\times10^{-5}+2(2.282\times10^{-7})}=4.55\times10^{-3},$$
$$E_{\rm app}=1.2+(4.55\times10^{-3})(1.2-0.15)=1.2048\ {\rm eV}.$$
The local slope is $3.43\times10^{-5}$ eV/K. An Arrhenius line through 1000 K and 1300 K gives 1.2016 eV. The rise is real within the model, but it amounts to a few meV.

**Chance pairs.** At 1300 K the pair term is $12wx=4.57\times10^{-3}$ and the correction is $12x=1.20\times10^{-3}$. The corrected shift is
$$(4.57\times10^{-3})(1.05)-(1.20\times10^{-3})(1.2)=3.36\times10^{-3}\ {\rm eV}.$$
The enumeration gives 3.39 meV, against 4.78 meV from independent species. The chance-pair term, 1.44 meV, is thus about 30% of the simple model's shift; the small remaining difference from the enumeration comes from groups of three or more vacancies. Trivacancies with additive binding add only about $3\times10^{-5}$ of $c_1$.

**Pair entropy.** Setting $s_p=1$ instead of 0 raises the simple model's shift at 1300 K from 4.8 to 12.9 meV, and $s_p=-1$ lowers it to 1.8 meV, so an uncertainty of $1k$ in the pair entropy would matter more than the chance pairs. The case $s_p=1$ presumes that larger clusters do not gain this entropy on every bond: if they did, $xw^6$ would exceed 1 at 1300 K and the additive-bond model would favour voids.

**Formation heat capacity.** Let $E_1$ and $s_1$ vary with temperature. At fixed pressure $dE_1/dT=kT\,ds_1/dT$, so the extra terms cancel in
$$\frac{d(\beta E_1-s_1)}{d\beta}=E_1+\beta\frac{dE_1}{d\beta}-\frac{ds_1}{d\beta}=E_1(T).$$
The apparent energy then follows $E_1(T)$ even without pairs. An assumed formation heat capacity of $1k$ raises $E_1$ by 52 meV between 700 K and 1300 K, while pairs with constant parameters contribute 4.8 meV in the simple model and 3.4 meV once chance pairs are removed. Near melting the gap is smaller, because the pair term grows steeply: at 1300 K its slope is $0.40k$ in the simple model, about $0.27k$ without chance pairs, and $1.06k$ in the simple model with $s_p=1$, against the assumed $1k$. Either cause can curve the plot, so an upward-curving Arrhenius plot is not proof of divacancies.

**Dissolved oxygen.** Suppose an oxygen atom sits in an octahedral interstice and can hold one vacancy on any of its six neighbouring metal sites, with binding energy $B_{\rm O}$ and no binding entropy. The occupied fraction of oxygen atoms is
$$p=\frac{6xe^{\beta B_{\rm O}}}{1+6xe^{\beta B_{\rm O}}},\qquad
B_{\rm O}=kT\ln\frac{p}{6x(1-p)}.$$
With 10 atomic ppm of oxygen, holding as many vacancies as the divacancies do at 1300 K requires $p=2c_2/10^{-5}=0.046$, hence $B_{\rm O}=0.49$ eV. This is a threshold, not a value for copper. Stronger binding would let a trace of oxygen hold more vacancies than the pairs do. Its effect on $E_{\rm app}$ is of a different kind: a trapped vacancy costs only $E_1-B_{\rm O}$, so at 0.49 eV the oxygen lowers $E_{\rm app}$ by about 2.4 meV and adds about $8\times10^{-6}$ eV/K to its slope. Matching the simple model's shift in size needs about 0.56 eV, and matching its slope about 0.61 eV.

**Relation to real copper.** A formation energy somewhat above 1 eV and a vacancy fraction of order $10^{-4}$ near melting are roughly typical of copper; the pair binding and both entropies are less certain. In an interconnect $100\times100\times1000$ nm in size, with lattice parameter 0.36 nm, the model gives a mean of $2.9\times10^{-6}$ equilibrium vacancies at 400 K, so divacancies in equilibrium are irrelevant there.

Equilibrium also takes time. If a vacancy jumps to each of its 12 neighbours at rate $\Gamma$, with squared jump length $a^2/2$, then $D=12\Gamma(a^2/2)/6=a^2\Gamma$. A migration energy of 0.7 eV and an attempt rate of $10^{13}$ s$^{-1}$ give $D=1.96\times10^3$ nm$^2$/s at 400 K. The time scale $L^2/D$ for $L=1000$ nm is about 510 s, but the real time depends on where the sinks are. With sinks only at the ends of the line the slowest mode decays in $L^2/(\pi^2D)\approx52$ s; if all four side walls also absorb vacancies, it decays in about 0.3 s. A change of 0.05 eV in the migration energy changes each of these times by a factor of about 4. Vacancies left by processing can therefore outnumber the equilibrium ones until they reach sinks, and longer if impurities trap them. During that time $c$ is not an equilibrium concentration, and its temperature dependence does not give the $E_{\rm app}$ derived here. The numerical output lists the values used.

## Table of computed values

```
Formation energy E1 = 1.20 eV
Pair binding B = 0.15 eV
Entropies s1, sp = 1.5, 0.0 k
Pair orientations per site = 6
T = 400 K: c1 = 3.4049e-15, c2 = 5.3986e-27 per site
  pair fraction f = 3.1711e-12
  E_app = 1.200000 eV
  slope = 2.5357e-13 eV/K
T = 700 K: c1 = 1.0276e-08, c2 = 7.6164e-15 per site
  pair fraction f = 1.4824e-06
  E_app = 1.200002 eV
  slope = 3.8705e-08 eV/K
T = 1000 K: c1 = 4.0152e-06, c2 = 5.5149e-10 per site
  pair fraction f = 2.7462e-04
  E_app = 1.200288 eV
  slope = 3.5126e-06 eV/K
T = 1300 K: c1 = 9.9848e-05, c2 = 2.2821e-07 per site
  pair fraction f = 4.5504e-03
  E_app = 1.204778 eV
  slope = 3.4292e-05 eV/K
Arrhenius energy, 1000-1300 K = 1.201601 eV
Formal B = 1.30 eV, T = 700 K: E_app = 1.100353 eV
Formal B = 1.30 eV, T = 1000 K: E_app = 1.100579 eV
Lattice B = 0.15 eV: E_app(1000 K) = 1.200231 eV
  E_app(1300 K) = 1.203391 eV
Lattice B = 0.00 eV: E_app(1000 K) = 1.200000 eV
  E_app(1300 K) = 1.200000 eV
Lattice B = -0.10 eV: E_app(1000 K) = 1.199962 eV
  E_app(1300 K) = 1.199201 eV
Neglected effects at 1300 K:
Pair term 2*c2/c1 = 4.5712e-03
Chance-pair correction / c1 = 1.1982e-03
Trivacancy term / c1 = 3.1571e-05
Pair shift E_app-E1, sp=0 = 0.004778 eV
Pair shift E_app-E1, sp=1 = 0.012887 eV
Assumed formation heat capacity = 1.0 k
Its energy rise, 700-1300 K = 0.051704 eV
Pair energy rise, 700-1300 K = 0.004776 eV
Assumed dissolved oxygen = 10 atomic ppm
Oxygen binding matching pairs = 0.491 eV
Copper line = 100 x 100 x 1000 nm; lattice parameter = 0.36 nm
Mean vacancies in line at 400 K = 2.919e-06
Migration energy = 0.7 eV; attempts = 1e+13 /s
Vacancy diffusivity at 400 K = 1.963e+03 nm2/s
Time over 1000 nm at 400 K = 5.093e+02 s
```
